# Hückel levels, icosahedral labels and bond orders of C60: a numerical check

```python
# Hueckel theory of C60 with E = alpha + x*beta, beta < 0, equal on all bonds.
# Result under test: h_u HOMO at x = 1/phi, t1u LUMO at x = -0.139, and two
# distinct bond orders, all from closed formulas with phi = (1+sqrt(5))/2.
# "66" bonds join two pentagons (shared by two hexagons); "56" bonds are
# pentagon edges. c, s: rotations taking a reference atom to a 56 and to its
# 66 neighbour; r: inversion times the mirror that fixes the reference atom.
# h: ratio of the 66 resonance integral to the 56 resonance integral.
import numpy as np
from itertools import permutations

root5 = np.sqrt(5.0)
phi = (1 + root5) / 2
eye = np.eye(3)

# Geometry: cut the corners of a regular icosahedron with edge 2.
verts = np.array([np.roll([0.0, a, b * phi], k)
                  for k in range(3) for a in (1, -1) for b in (1, -1)])
vdist = np.linalg.norm(verts[:, None] - verts[None], axis=2)
adjacent = np.abs(vdist - 2) < 1e-9
pairs = [(i, j) for i in range(12) for j in range(12) if adjacent[i, j]]
sites = np.array([(2 * verts[i] + verts[j]) / 3 for i, j in pairs])
owner = np.array([i for i, j in pairs])
sdist = np.linalg.norm(sites[:, None] - sites[None], axis=2)
bonded = np.abs(sdist - 2 / 3) < 1e-9
same_pentagon = owner[:, None] == owner[None]
A56 = (bonded & same_pentagon).astype(float)
A66 = (bonded & ~same_pentagon).astype(float)
A = A56 + A66
assert len(sites) == 60
assert np.all(A56.sum(1) == 2) and np.all(A66.sum(1) == 1)

# All symmetry operations, found by mapping one triangular face onto every face.
faces = [t for t in permutations(range(12), 3)
         if adjacent[t[0], t[1]] and adjacent[t[1], t[2]] and adjacent[t[0], t[2]]]
inverse_face = np.linalg.inv(verts[list(faces[0])].T)
ops = [verts[list(t)].T @ inverse_face for t in faces]
assert len(ops) == 120
assert all(np.allclose(R @ R.T, eye) for R in ops)


def site_image(R, k):
    return int(np.argmin(np.linalg.norm(sites - R @ sites[k], axis=1)))


site_perms = []
for R in ops:
    moved = sites @ R.T
    separation = np.linalg.norm(moved[:, None] - sites[None], axis=2)
    assert separation.min(axis=1).max() < 1e-9
    perm = separation.argmin(axis=1)
    assert len(set(perm)) == 60
    P = np.zeros((60, 60))
    P[perm, np.arange(60)] = 1
    assert np.allclose(P @ A, A @ P)
    site_perms.append(P)

# Characters of the icosahedral group; T1 is the ordinary vector representation.
dets = np.array([round(np.linalg.det(R)) for R in ops])
t1 = np.array([d * np.trace(R) for d, R in zip(dets, ops)])
t2 = np.where(np.abs(t1 - phi) < 1e-8, 1 - phi,
              np.where(np.abs(t1 - 1 + phi) < 1e-8, phi, t1))
hchar = t1**2 - 1 - t1
gchar = t1 * t2 - hchar
proper = {"a": (1, np.ones(120)), "t1": (3, t1), "t2": (3, t2),
          "g": (4, gchar), "h": (5, hchar)}
irreps = {}
for name, (dim, chi) in proper.items():
    glue = "" if name in ("t1", "t2") else "_"
    irreps[name + glue + "g"] = (dim, chi)
    irreps[name + glue + "u"] = (dim, chi * dets)
table = np.array([chi for dim, chi in irreps.values()])
assert np.allclose(table @ table.T / 120, np.eye(10))

# Labelled spectrum by symmetry projection of the 60-site matrix.
mirror_index = next(k for k, R in enumerate(ops)
                    if dets[k] == -1 and site_image(R, 0) == 0)
levels, multiplicity, projectors = {}, {}, {}
for label, (dim, chi) in irreps.items():
    projector = sum(x * P for x, P in zip(chi, site_perms)) * dim / 120
    projectors[label] = projector
    weight, vectors = np.linalg.eigh(projector)
    basis = vectors[:, weight > 0.5]
    count = basis.shape[1] // dim
    multiplicity[label] = count
    assert basis.shape[1] == count * dim
    assert count == round((dim + chi[mirror_index]) / 2)
    levels[label] = []
    if count:
        energy, mix = np.linalg.eigh(basis.T @ A @ basis)
        states = basis @ mix
        for k in range(0, count * dim, dim):
            assert np.ptp(energy[k:k + dim]) < 1e-9
            group = states[:, k:k + dim]
            slope = np.trace(group.T @ A66 @ group) / dim
            levels[label].append((energy[k:k + dim].mean(), slope))

spectrum, orbitals = np.linalg.eigh(A)
collected = np.sort([x for lab in levels for x, sl in levels[lab]
                     for k in range(irreps[lab][0])])
assert np.allclose(collected, spectrum, atol=1e-9)

# Closed formulas for every level.
r1, r2 = np.sqrt(8 + phi**-2), np.sqrt(8 + phi**2)
r13, r17 = np.sqrt(13), np.sqrt(17)
closed = {"a_g": [3], "a_u": [], "t1g": [-phi**-2], "t2g": [-phi**2],
          "t1u": [1 + 1 / (2 * phi) - r1 / 2, 1 + 1 / (2 * phi) + r1 / 2],
          "t2u": [1 - phi / 2 - r2 / 2, 1 - phi / 2 + r2 / 2],
          "g_g": [-2, 1], "g_u": [(-1 - r17) / 2, (-1 + r17) / 2],
          "h_g": [(1 - r13) / 2, 1, (1 + r13) / 2], "h_u": [-phi, 1 / phi]}
for label in levels:
    assert np.allclose([x for x, sl in levels[label]], closed[label], atol=1e-9)

# Closed formulas for the 66-bond expectation values used in the bond order.
slopes_closed = {("a_g", 0): 1, ("t1u", 1): phi**2 / r1, ("t1u", 0): -phi**2 / r1,
                 ("t2u", 1): phi**-2 / r2, ("g_g", 1): 2 / 3, ("g_u", 1): 4 / r17,
                 ("h_g", 1): 1 / 3, ("h_g", 2): 1 / 3 + 4 / (3 * r13),
                 ("h_u", 1): 1 / root5}
for (label, k), value in slopes_closed.items():
    assert abs(levels[label][k][1] - value) < 1e-9

# The sites are labelled by rotations; neighbours follow by right multiplication.
rotations = [R for R, d in zip(ops, dets) if d == 1]
rotation_to = {site_image(R, 0): R for R in rotations}
assert len(rotation_to) == 60
c = rotation_to[int(np.flatnonzero(A56[0])[0])]
s = rotation_to[int(np.flatnonzero(A66[0])[0])]
r = -ops[mirror_index]
for R in rotations:
    found = {site_image(R @ q, 0) for q in (c, c.T, s)}
    assert found == set(np.flatnonzero(A[site_image(R, 0)]))
    assert site_image(-R, 0) == site_image(R @ r, 0)
assert abs(np.trace(c) - phi) < 1e-9 and abs(np.trace(s) + 1) < 1e-9
assert np.allclose(r @ c @ r, c.T) and np.allclose(r @ s, s @ r)
assert np.allclose(np.linalg.matrix_power(s @ c, 3), eye)
nn = (c + c.T - eye / phi) / (2 - 1 / phi)
mm = (s + eye) / 2
axis_overlap = np.trace(nn @ mm)
assert abs(axis_overlap - phi / root5) < 1e-9

# Action of c, s, r on the six fivefold axes, listed as (infinity,0,1,2,3,4).
axes = []
for v in verts / np.linalg.norm(verts[0]):
    if all(abs(v @ w) < 0.99 for w in axes):
        axes.append(v)
axes = np.array(axes)


def move_axis(R, k):
    return int(np.argmax(np.abs(axes @ (R @ axes[k]))))


fixed_axis = next(k for k in range(6) if move_axis(c, k) == k)
axis_order = [fixed_axis, move_axis(s, fixed_axis)]
while len(axis_order) < 6:
    axis_order.append(move_axis(c, axis_order[-1]))
axis_action = [[axis_order.index(move_axis(R, k)) for k in axis_order]
               for R in (c, s, r)]
assert axis_action == [[0, 2, 3, 4, 5, 1], [1, 0, 5, 3, 4, 2], [0, 1, 5, 4, 3, 2]]

# Action on the five frames of three perpendicular twofold axes.
flips = [R for R in rotations if abs(np.trace(R) + 1) < 1e-9]


def frame_of(R):
    return frozenset(k for k, F in enumerate(flips) if np.allclose(F @ R, R @ F))


def move_frame(R, frame):
    return frame_of(R @ flips[min(frame)] @ R.T)


assert len(flips) == 15 and len({frame_of(F) for F in flips}) == 5
frame_order = [frame_of(r)]
while len(frame_order) < 5:
    frame_order.append(move_frame(c, frame_order[-1]))
frame_action = [[frame_order.index(move_frame(R, f)) for f in frame_order]
                for R in (c, s, r)]
assert frame_action == [[1, 2, 3, 4, 0], [0, 2, 1, 4, 3], [0, 4, 3, 2, 1]]


def permutation_matrix(images):
    result = np.zeros((len(images), len(images)))
    result[images, np.arange(len(images))] = 1
    return result


def block_levels(Dc, Ds, Dr):
    # A shift of 10 times the parity separates even from odd eigenvectors.
    shifted = np.linalg.eigvalsh(Dc + Dc.T + Ds + 10 * Dr)
    return shifted[shifted > 0] - 10, shifted[shifted < 0] + 10


def conjugate(R):
    # Change the sign of sqrt(5) in matrix elements of icosahedral rotations.
    out = R.copy()
    large = np.abs(np.abs(R) - phi / 2) < 1e-8
    small = np.abs(np.abs(R) - 1 / (2 * phi)) < 1e-8
    out[large] = -np.sign(R[large]) / (2 * phi)
    out[small] = -np.sign(R[small]) * phi / 2
    return out


for R in rotations:
    for q in (c, s):
        assert np.allclose(conjugate(R @ q), conjugate(R) @ conjugate(q))
block_cases = [((c, s, r), "t1g", "t1u", []),
               (tuple(conjugate(R) for R in (c, s, r)), "t2g", "t2u", []),
               (tuple(permutation_matrix(p) for p in frame_action), "g_g", "g_u", [3]),
               (tuple(permutation_matrix(p) for p in axis_action), "h_g", "h_u", [3])]
for matrices, even_label, odd_label, trivial in block_cases:
    even, odd = block_levels(*matrices)
    assert np.allclose(even, [x for x, sl in levels[even_label]] + trivial, atol=1e-9)
    assert np.allclose(odd, [x for x, sl in levels[odd_label]], atol=1e-9)

# Filling, charges and bond orders from the full orbitals.
occupied = orbitals[:, 30:]
density = 2 * occupied @ occupied.T
homo, lumo = spectrum[30], spectrum[29]
assert np.sum(np.abs(spectrum - homo) < 1e-8) == 5
assert np.sum(np.abs(spectrum - lumo) < 1e-8) == 3
assert homo - lumo > 0.5
assert np.allclose(np.diag(density), 1)
orders66, orders56 = density[A66 > 0], density[A56 > 0]
assert np.ptp(orders66) < 1e-9 and np.ptp(orders56) < 1e-9
p66, p56 = orders66.mean(), orders56.mean()
sum66 = (7 + root5 + 16 / r17 + 20 / (3 * r13)
         + 3 * phi**2 / r1 + 3 * phi**-2 / r2)
occupied_sum = 14.5 + 2.5 * root5 + 2.5 * r13 + 2 * r17 + 1.5 * (r1 + r2)
assert abs(p66 - sum66 / 30) < 1e-9
assert abs(p56 - (occupied_sum - sum66) / 60) < 1e-9
assert abs(spectrum[30:].sum() - occupied_sum) < 1e-9
assert p66 > p56


def pi_energy(ratio):
    return 2 * np.linalg.eigvalsh(A56 + ratio * A66)[30:].sum()


step = 1e-4
derivative_order = (pi_energy(1 + step) - pi_energy(1 - step)) / (2 * step) / 60
assert abs(derivative_order - p66) < 1e-6

# Unequal resonance integrals.
h = 1.1
alt_spectrum, alt_orbitals = np.linalg.eigh(A56 + h * A66)
alt_homo, alt_lumo = alt_spectrum[30], alt_spectrum[29]
homo_formula = (-1 + np.sqrt(1 + 4 * (h * h - h + 1))) / 2
lumo_formula = 1 + 1 / (2 * phi) - np.sqrt((h - 1 + 1 / (2 * phi))**2 + 2 * h)
assert abs(alt_homo - homo_formula) < 1e-9
assert abs(alt_lumo - lumo_formula) < 1e-9
for label, block in (("h_u", alt_orbitals[:, 30:35]), ("t1u", alt_orbitals[:, 27:30])):
    assert abs(np.trace(block.T @ projectors[label] @ block) - block.shape[1]) < 1e-8
gap, alt_gap = homo - lumo, alt_homo - alt_lumo
gap_slope = levels["h_u"][1][1] - levels["t1u"][0][1]
linear_gap = gap + (h - 1) * gap_slope
assert alt_gap > gap and abs(alt_gap - linear_gap) < (h - 1)**2

beta_eV = -2.5
print("golden ratio phi =", f"{phi:.6f}")
print("atoms, 56 bonds, 66 bonds =", len(sites), int(A56.sum() / 2), int(A66.sum() / 2))
print("squared cosine between axes of c and s =", f"{axis_overlap:.6f}")
print("multiplicities:", ", ".join(f"{k} {v}" for k, v in multiplicity.items()))
print("levels: label, degeneracy, x, 66-bond expectation value, electrons")
rows = [(x, lab, irreps[lab][0], sl) for lab in levels for x, sl in levels[lab]]
for x, lab, dim, sl in sorted(rows, key=lambda row: (-round(row[0], 8), row[1])):
    electrons = 2 * dim if x > (homo + lumo) / 2 else 0
    print(f"  {lab:4s} {dim:2d} {x:10.6f} {sl:10.6f} {electrons:3d}")
print("HOMO x =", f"{homo:.6f}")
print("LUMO x =", f"{lumo:.6f}")
print("gap in |beta| =", f"{gap:.6f}")
print("model beta in eV =", beta_eV)
print("gap in eV =", f"{gap * abs(beta_eV):.4f}")
print("sum of x over occupied orbitals =", f"{occupied_sum:.6f}")
print("pi energy minus 60 alpha, in beta =", f"{2 * occupied_sum:.6f}")
print("delocalisation energy per atom, in beta =", f"{(2 * occupied_sum - 60) / 60:.6f}")
print("30 times p66 =", f"{sum66:.6f}")
print("bond order p66 =", f"{p66:.6f}")
print("bond order p56 =", f"{p56:.6f}")
print("p66 from energy derivative =", f"{derivative_order:.6f}")
print("pi electrons per atom =", f"{np.diag(density).mean():.6f}")
print("ratio h of resonance integrals =", h)
print("HOMO x at this h =", f"{alt_homo:.6f}")
print("LUMO x at this h =", f"{alt_lumo:.6f}")
print("gap at this h in |beta| =", f"{alt_gap:.6f}")
print("gap slope at h = 1 in |beta| =", f"{gap_slope:.6f}")
print("linear estimate of gap in |beta| =", f"{linear_gap:.6f}")
print("gap at this h in eV =", f"{alt_gap * abs(beta_eV):.4f}")
print("no test failed")
```

Running it gives:

```
golden ratio phi = 1.618034
atoms, 56 bonds, 66 bonds = 60 60 30
squared cosine between axes of c and s = 0.723607
multiplicities: a_g 1, a_u 0, t1g 1, t1u 2, t2g 1, t2u 2, g_g 2, g_u 2, h_g 3, h_u 2
levels: label, degeneracy, x, 66-bond expectation value, electrons
  a_g   1   3.000000   1.000000   2
  t1u   3   2.756598   0.904279   6
  h_g   5   2.302776   0.703133  10
  t2u   3   1.820249   0.117220   6
  g_u   4   1.561553   0.970143   8
  g_g   4   1.000000   0.666667   8
  h_g   5   1.000000   0.333333  10
  h_u   5   0.618034   0.447214  10
  t1u   3  -0.138564  -0.904279   0
  t1g   3  -0.381966  -1.000000   0
  h_g   5  -1.302776  -0.036467   0
  t2u   3  -1.438283  -0.117220   0
  h_u   5  -1.618034  -0.447214   0
  g_g   4  -2.000000  -0.666667   0
  g_u   4  -2.561553  -0.970143   0
  t2g   3  -2.618034  -1.000000   0
HOMO x = 0.618034
LUMO x = -0.138564
gap in |beta| = 0.756598
model beta in eV = -2.5
gap in eV = 1.8915
sum of x over occupied orbitals = 46.580802
pi energy minus 60 alpha, in beta = 93.161604
delocalisation energy per atom, in beta = 0.552693
30 times p66 = 18.030136
bond order p66 = 0.601005
bond order p56 = 0.475844
p66 from energy derivative = 0.601005
pi electrons per atom = 1.000000
ratio h of resonance integrals = 1.1
HOMO x at this h = 0.666190
LUMO x at this h = -0.229585
gap at this h in |beta| = 0.895775
gap slope at h = 1 in |beta| = 1.351492
linear estimate of gap in |beta| = 0.891747
gap at this h in eV = 2.2394
no test failed
```
